# Multiphonon Capture with Static Coupling and Its Classical Activated Limit: test program

```python
"""
Multiphonon capture in a displaced-oscillator model with static coupling.

Result under test:
  k = (2 pi/hbar) * lam^2 * (S-p)^2/(2S) * F_p / (hbar omega)
  F_p = exp(-S(2n+1)) * ((n+1)/n)^(p/2) * I_p(2 S sqrt(n(n+1)))
and its classical limit
  k_cl = (2 pi/hbar) V_c^2 / sqrt(4 pi Lambda kT) * exp(-E_b/kT),
  E_b = (E-Lambda)^2/(4 Lambda).

Symbols: E energy released, S Huang-Rhys factor, Lambda = S hbar omega,
p = E/(hbar omega), x = hbar omega/kT, n Bose occupation,
q dimensionless coordinate (initial minimum at q=0, final at sqrt(2S)),
lam*q off-diagonal electronic coupling, V_c its value at the crossing.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import ive, gammaln

HBAR = const.hbar / const.e          # eV s
KB = const.k / const.e               # eV/K


def log_lineshape(p, S, x):
    """ln F_p, written with the exponentially scaled Bessel function."""
    z = S / np.sinh(x / 2)
    return p * x / 2 - S * np.tanh(x / 4) + np.log(ive(p, z))


def log_classical_lineshape(p, S, x):
    return 0.5 * np.log(x / (4 * np.pi * S)) - x * (S - p)**2 / (4 * S)


def quantum_correction(p, S, x):
    """Leading correction to ln(k/k_cl), second order in hbar omega."""
    return ((S**2 - p**2)**2 * x**3 / (192 * S**3) + x**2 / 48
            - p**2 * x**2 / (16 * S**2) + x / (16 * S))


# Model parameters
hw = 0.020                           # eV
E = 0.6                              # eV
S = 15.0
lam = 2.0e-4                         # eV
volume_nm3 = 1000.0
volume_cm3 = volume_nm3 * 1e-21
p = int(round(E / hw))
Lambda = S * hw
d = np.sqrt(2 * S)
q_cross = (S - p) / d
V_c = lam * abs(q_cross)
E_b = (E - Lambda)**2 / (4 * Lambda)
rate_unit = 2 * np.pi / HBAR * V_c**2 / hw      # 1/s, multiplies F_p

# Crossing and barrier found numerically, for strong and weak energy release
for energy in (E, 0.1):
    root = brentq(lambda q: energy + hw * q**2 / 2 - hw * (q - d)**2 / 2,
                  -50, 50, xtol=1e-13)
    assert abs(hw * root**2 / 2 - (energy - Lambda)**2 / (4 * Lambda)) < 1e-10

# Final vibrational states by diagonalization in the initial number basis
N = 500
ladder = np.diag(np.sqrt(np.arange(1, N)), 1)
q_matrix = (ladder + ladder.T) / np.sqrt(2)
H_final = np.diag(np.arange(N) + 0.5 + S) - d * q_matrix
levels, vectors = np.linalg.eigh(H_final)
assert np.max(np.abs(levels[:200] - np.arange(200) - 0.5)) < 1e-8
overlap = vectors.T                  # overlap[n_final, m_initial]
q_elements = vectors.T @ q_matrix

# Linear-coupling elements against crossing value times overlap
index = np.arange(60)
emitted = index[:, None] - index[None, :]
identity_error = np.max(np.abs(q_elements[:60, :60]
                               - (S - emitted) / d * overlap[:60, :60]))
assert identity_error < 1e-9

# Thermal sum of squared coupling elements against the Bessel formula
m = np.arange(200)


def direct_sum(T):
    x = hw / (KB * T)
    weights = -np.expm1(-x) * np.exp(-m * x)
    return np.sum(weights * q_elements[m + p, m]**2)


worst_sum_error = 0.0
for T in (10, 100, 300, 600, 1000):
    formula = q_cross**2 * np.exp(log_lineshape(p, S, hw / (KB * T)))
    worst_sum_error = max(worst_sum_error, abs(direct_sum(T) / formula - 1))
assert worst_sum_error < 1e-7

# Correlation function from eigenstates against its closed form
x300 = hw / (KB * 300)
n300 = 1 / np.expm1(x300)
weights300 = -np.expm1(-x300) * np.exp(-m * x300)
for phase in (0.1, 0.4, 1.3, 3.0):
    inner = np.exp(-1j * phase * np.arange(N)) @ overlap[:, m]**2
    numeric = np.sum(weights300 * np.exp(1j * phase * m) * inner)
    closed = np.exp(-S * (2 * n300 + 1 - (n300 + 1) * np.exp(-1j * phase)
                          - n300 * np.exp(1j * phase)))
    assert abs(numeric - closed) < 1e-9

# Low-temperature limit
log_poisson = -S + p * np.log(S) - gammaln(p + 1)
assert abs(direct_sum(10) / (q_cross**2 * np.exp(log_poisson)) - 1) < 1e-6

# A continuous band of modes, 10 percent rms width, replaces the comb
# of sharp lines by a smooth line shape (also between integer p).
width = 0.1
freq = np.linspace(1 - 4 * width, 1 + 4 * width, 161)
share = np.exp(-(freq - 1)**2 / (2 * width**2))
share /= share.sum()
occupation = 1 / np.expm1(freq * x300)
time = np.arange(0, 80, 0.01)
angle = np.outer(time, freq)
exponent = -S * ((1 - np.cos(angle)) @ (share * (2 * occupation + 1))
                 + 1j * np.sin(angle) @ share)
plateau = np.exp(-S * np.sum(share * (2 * occupation + 1)))
band_ratio = []
for order in (p, p + 0.5):
    integrand = np.real(np.exp(1j * order * time)
                        * (np.exp(exponent) - plateau))
    smooth = np.trapezoid(integrand, time) / np.pi if hasattr(
        np, "trapezoid") else np.trapz(integrand, time) / np.pi
    band_ratio.append(smooth / np.exp(log_lineshape(order, S, x300)))
assert max(abs(r - 1) for r in band_ratio) < 0.05

# Classical Boltzmann average of the golden rule over q
q = np.arange(-15, 15, 0.0005)
delta_width = 0.05
gap = p - S + d * q
narrow = np.exp(-gap**2 / (2 * delta_width**2)) / (
    np.sqrt(2 * np.pi) * delta_width)
boltzmann = np.sqrt(x300 / (2 * np.pi)) * np.exp(-x300 * q**2 / 2)
average = np.sum(boltzmann * q**2 * narrow) * 0.0005
target = q_cross**2 * np.exp(log_classical_lineshape(p, S, x300))
assert abs(average / target - 1) < 1e-3

# Classical limit: shrink hbar omega at fixed E, Lambda and T = 300 K
shrink_rows = []
for energy in (E, 0.1):
    for factor in (1, 2, 4, 8, 16):
        args = (energy / hw * factor, S * factor, x300 / factor)
        deviation = log_lineshape(*args) - log_classical_lineshape(*args)
        predicted = quantum_correction(*args)
        if energy == E:
            shrink_rows.append((1e3 * hw / factor, deviation, predicted))
    assert abs(deviation) < 0.01
    assert abs(deviation / predicted - 1) < 0.02


def apparent_barrier(T):
    """Minus the slope of ln k against 1/kT, plus kT/2, in eV."""
    x = hw / (KB * T)
    h = 1e-3 * x
    slope = (log_lineshape(p, S, x + h) - log_lineshape(p, S, x - h)) / (2 * h)
    return -hw * slope + KB * T / 2


assert abs(apparent_barrier(1000) / E_b - 1) < 0.03

# Weak-transfer check at the rms thermal velocity, 300 K
landau_zener = 2 * np.pi * V_c**2 / (hw**2 * d * np.sqrt(1 / x300))
assert landau_zener < 0.01

print(f"phonon energy = {1e3*hw:.1f} meV")
print(f"energy released E = {E:.3f} eV")
print(f"Huang-Rhys factor S = {S:.1f}")
print(f"phonons emitted p = {p}")
print(f"relaxation energy Lambda = {Lambda:.3f} eV")
print(f"coupling lambda = {1e3*lam:.2f} meV")
print(f"volume = {volume_nm3:.0f} nm^3")
print(f"minimum displacement d = {d:.4f} (dimensionless)")
print(f"crossing q_c = {q_cross:.4f} (dimensionless)")
print(f"coupling at crossing V_c = {1e3*V_c:.4f} meV")
print(f"classical barrier E_b = {E_b:.4f} eV")
print(f"rate unit (2 pi/hbar)V_c^2/(hbar omega) = {rate_unit:.4e} 1/s")
print(f"Landau-Zener exponent at 300 K = {landau_zener:.2e}")
print(f"zero-temperature F_p = {np.exp(log_poisson):.4e}")
print(f"zero-temperature rate = {rate_unit*np.exp(log_poisson):.4e} 1/s")
print(f"300 K: x = {x300:.4f}, n = {n300:.4f}")
print("T (K) | F_p | k (1/s) | C (cm^3/s) | k_cl (1/s) | k/k_cl")
for T in (10, 100, 200, 300, 600, 1000):
    x = hw / (KB * T)
    F = np.exp(log_lineshape(p, S, x))
    F_cl = np.exp(log_classical_lineshape(p, S, x))
    k = rate_unit * F
    print(f"{T:5d} | {F:.4e} | {k:.4e} | {k*volume_cm3:.4e} | "
          f"{rate_unit*F_cl:.4e} | {F/F_cl:.4g}")
print("T (K) | apparent barrier (eV)")
for T in (100, 200, 300, 600, 1000):
    print(f"{T:5d} | {apparent_barrier(T):.4f}")
print("At 300 K, fixed E and Lambda:")
print("phonon energy (meV) | ln(k/k_cl) | second-order prediction")
for row in shrink_rows:
    print(f"{row[0]:.3f} | {row[1]:.6f} | {row[2]:.6f}")
print(f"band/single-mode line shape, p = {p}: {band_ratio[0]:.4f}")
print(f"band/single-mode line shape, p = {p+0.5}: {band_ratio[1]:.4f}")
print(f"largest error of coupling identity = {identity_error:.1e}")
print(f"largest relative error of thermal sum = {worst_sum_error:.1e}")
print("all good")
```

Running it gives:

```
phonon energy = 20.0 meV
energy released E = 0.600 eV
Huang-Rhys factor S = 15.0
phonons emitted p = 30
relaxation energy Lambda = 0.300 eV
coupling lambda = 0.20 meV
volume = 1000 nm^3
minimum displacement d = 5.4772 (dimensionless)
crossing q_c = -2.7386 (dimensionless)
coupling at crossing V_c = 0.5477 meV
classical barrier E_b = 0.0750 eV
rate unit (2 pi/hbar)V_c^2/(hbar omega) = 1.4319e+11 1/s
Landau-Zener exponent at 300 K = 7.57e-04
zero-temperature F_p = 2.2114e-04
zero-temperature rate = 3.1664e+07 1/s
300 K: x = 0.7736, n = 0.8564
T (K) | F_p | k (1/s) | C (cm^3/s) | k_cl (1/s) | k/k_cl
   10 | 2.2114e-04 | 3.1664e+07 | 3.1664e-11 | 7.9937e-28 | 3.961e+34
  100 | 4.4478e-04 | 6.3687e+07 | 6.3687e-11 | 2.6378e+06 | 24.14
  200 | 1.8130e-03 | 2.5960e+08 | 2.5960e-10 | 1.4476e+08 | 1.793
  300 | 4.1572e-03 | 5.9526e+08 | 5.9526e-10 | 5.0417e+08 | 1.181
  600 | 1.0704e-02 | 1.5327e+09 | 1.5327e-09 | 1.5207e+09 | 1.008
 1000 | 1.4658e-02 | 2.0989e+09 | 2.0989e-09 | 2.1043e+09 | 0.9975
T (K) | apparent barrier (eV)
  100 | 0.0180
  200 | 0.0464
  300 | 0.0605
  600 | 0.0723
 1000 | 0.0748
At 300 K, fixed E and Lambda:
phonon energy (meV) | ln(k/k_cl) | second-order prediction
20.000 | 0.166088 | 0.191632
10.000 | 0.046106 | 0.047908
5.000 | 0.011861 | 0.011977
2.500 | 0.002987 | 0.002994
1.250 | 0.000748 | 0.000749
band/single-mode line shape, p = 30: 1.0045
band/single-mode line shape, p = 30.5: 1.0046
largest error of coupling identity = 3.8e-15
largest relative error of thermal sum = 4.7e-14
all good
```
